# Sternheimer antishielding of a closed-shell ion from inhomogeneous radial equations, part 2

A closed-shell ion (point nucleus of charge $Z$, $N$ nonrelativistic electrons) sits in an external electric field gradient $V_{zz}^{\rm ext}$. We want $\gamma_\infty$ in $V_{zz}=(1-\gamma_\infty)V_{zz}^{\rm ext}$ at the nucleus; positive values shield. Hartree atomic units are used.

Orbitals $u_{nl}(r)Y_{lm}/r$, $\int u^2dr=1$, share one potential $v(r)$:

$$h_l u=\varepsilon u,\qquad h_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v(r).$$

Brackets denote radial integrals, $\langle a|g|b\rangle=\int a\,g\,b\,dr$. An electron's energy in the external field is $\lambda r^2P_2(\cos\theta)$, $\lambda=-V_{zz}^{\rm ext}/2$. For general $L$, a perturbation $\lambda r^LP_L$ induces the electron number density $\delta n=\lambda n_1(r)P_L$ and Hartree energy $\lambda v_H(r)P_L$:

$$v_H=\frac{4\pi}{2L+1}\Big[r^{-L-1}\!\int_0^r n_1r'^{L+2}dr'+r^L\!\int_r^\infty n_1r'^{1-L}dr'\Big].$$

With first-order potential $\lambda v_1(r)P_L$ (uncoupled: $v_1=r^L$), the response $w$ in channel $l\to l'$ obeys

$$(h_{l'}-\varepsilon_{nl})\,w=\big(v_1-\delta_{ll'}\langle v_1\rangle\big)u_{nl}.\tag{2}$$

Summed over filled shells and $l'$,

$$n_1=-\frac{2L+1}{4\pi r^2}\sum c\,u\,w,\qquad\gamma_L=\sum c\int\frac{u\,w}{r^{L+1}}dr,\qquad c=\frac{4(2l+1)(2l'+1)}{2L+1}I_L,\tag{3}$$

with $I_L=\tfrac12\int_{-1}^1P_lP_{l'}P_Ld\mu$ and $\gamma_\infty=\gamma_2$. Channels are angular ($l'\ne l$) or radial ($l'=l$).

Radial channels need $\langle u|s\rangle=0$ for the source $s$, and normalisation needs $\langle u|w\rangle=0$; adding $\alpha u$ to $w$ shifts $\gamma$ by $c\,\alpha\langle r^{-3}\rangle$. For filled shells $a,b$ of equal $l$, $a$ contains the pair term $c\langle a|r^2|b\rangle\langle a|r^{-3}|b\rangle/(\varepsilon_b-\varepsilon_a)$ and $b$ its negative; projected values omit both.

Interchange: if $y$ solves (2) with $v_1=r^{-3}$, $\int u\,w\,r^{-3}dr=\int u\,y\,r^2dr$. Near the nucleus $w\propto r^{l'+1}$, and $ry/u\to\tfrac13,1,\tfrac16$ for s→d, p→p, p→f; for p→p, $y/u=\frac1r-\frac Z3\ln r+\text{const}$.

Setting $w(r_c)=0$ with $u$ unchanged alters the s→d integral by $-\tfrac56ABr_c^2$, where $u\approx Ar$, $w\approx Br^3$ (hydrogenic 1s: $-\tfrac53Zr_c^2$).

Hydrogenic results: $\gamma(1s\to d)=\frac{2}{3Z}$, $\gamma(2p\to p)=-\frac{268}{25Z}$, $\gamma(2p\to f)=\frac{48}{25Z}$; for 1s, $\langle r^2\rangle=3/Z^2$.

## The algorithm

Put $r=e^x$ and $w=r^{1/2}\eta$. Since $d/dr=r^{-1}d/dx$, $w'=r^{-1/2}(\eta_x+\eta/2)$ and $w''=r^{-3/2}(\eta_{xx}-\eta/4)$. Multiplying $(h_{l'}-\varepsilon)w=s$ by $-2r^{3/2}$ and using $l'(l'+1)+\tfrac14=(l'+\tfrac12)^2$,

$$\eta_{xx}=Q\eta-2S\equiv F,\qquad Q=(l'+\tfrac12)^2+2r^2(v-\varepsilon),\qquad S=r^{3/2}s .$$

On a mesh of step $h$, Taylor's theorem gives $\eta_{i+1}-2\eta_i+\eta_{i-1}=h^2F_i+\tfrac{h^4}{12}F_{xx}+O(h^6)$. Replacing $h^2F_{xx}$ by the second difference of $F$ yields Numerov's formula. Let $D$ be the tridiagonal matrix $(1,-2,1)$ on interior points with $\eta=0$ at both ends, and $B=1+D/12$. For $S$ vanishing at the ends,

$$(-D+h^2BQ)\,\eta=2h^2BS,\tag{4}$$

a tridiagonal system whose local error $h^6$, relative to the $h^2$ scale of each row, makes the solution error $O(h^4)$. Its matrix is $h^2BK$ with $K=-B^{-1}D/h^2+Q$, which is symmetric because $B$ is a function of the symmetric $D$. The energy enters $K$ as $-2\varepsilon r^2$, so discrete eigenvectors are orthogonal under $h\sum_ir_i^2\eta_i\eta_i'$, the trapezoid rule for $\int uu'dr$. All integrals use that rule, and the constraints above hold for the discrete problem.

1. Orbitals. From a shift $\sigma$ near a level, solve (4) with $\varepsilon\to\sigma$ and $s=u$, set $\varepsilon=\sigma+\langle u|w\rangle/\langle w|w\rangle$, the Rayleigh quotient of $w$, normalise and repeat. Each pass damps another level $k$ by $|\varepsilon-\sigma|/|\varepsilon_k-\sigma|$. The result $\eta^0$ satisfies $K\eta^0=0$ for the matrix used next.
2. Angular channels. Solve (4) directly; the matrix is regular unless $\varepsilon_{nl}$ is a level of $h_{l'}$.
3. Radial channels. Subtract $u\langle u|s\rangle$ from the source. Choose a point $j$ with $\eta^0_j\ne0$, replace row $j$ by $\eta_j=0$, solve, and subtract $u\langle u|w\rangle$.
4. Evaluate (3).

Step 3 splits the system into an inner and an outer block. If the inner block were singular, the three-term recurrence would have a nonzero solution vanishing at the wall and at $j$. Provided the off-diagonal factors $1-h^2Q_i/12$ are nonzero, the recurrence started at the wall has one solution up to scale, namely $\eta^0$, which does not vanish at $j$. The outer block follows in the same way. The dropped row has some residual $\rho$: $h^2BK\eta-2h^2BS=\rho\,e_j$. Multiplying by $\eta^{0T}B^{-1}$ removes the first term, and $\eta^0\cdot S=\sum_ir_iu_is_i=\langle u|s\rangle/h$, so

$$\rho=-\frac{2h\langle u|s\rangle}{(B^{-1}\eta^0)_j}=-\frac{2h\langle u|s\rangle}{\eta^0_j}\,[1+O(h^2)].$$

The dropped row is satisfied when the source obeys the solvability condition, and otherwise the solution has a kink at $j$.

For $Z=6$ and $h=0.01$ both sources reproduce $2/18=0.1111111$, $-268/150=-1.7866667$ and $48/150=0.32$, tested to $10^{-6}$ relative to the closed forms. The absolute error of 2p→p falls from $6.947\times10^{-7}$ at $h=0.04$ to $4.339\times10^{-8}$ at $h=0.02$, a ratio of 16.01 against $2^4$.

## Self-consistent coupling

With $v_1=r^L$ the result is the uncoupled factor: each electron feels the external potential alone. In Kohn–Sham LDA the potential follows the density, and $\delta v_{xc}=f_{xc}\delta n$ with $f_{xc}=dv_{xc}/dn$ at the spherical density keeps the $P_L$ shape. The linear response of the model is (2)–(3) with

$$v_1=r^L+v_H[n_1]+f_{xc}n_1,$$

iterated to a fixed point, here with Anderson mixing. The probe stays $r^{-L-1}$, because the nucleus feels the electrostatic field. The function $U=rv_H$ obeys $U''-L(L+1)U/r^2=-4\pi rn_1$, which is (4) with $v=\varepsilon=0$ and $s=2\pi rn_1$. The homogeneous solution $r^{L+1}$ is added to give $U$ its value at the outer wall $r_{\max}$, $\frac{4\pi}{2L+1}r_{\max}^{-L}\int n_1r^{L+2}dr$. Interchange survives: the full response $\chi(1-\mathcal K\chi)^{-1}=\chi+\chi\mathcal K\chi+\dots$ is symmetric when the uncoupled response $\chi$ and the kernel $\mathcal K$ are.

The case $L=1$ checks the kernel. Stationary orbitals feel no net force, so $\int n\,\partial_zv_{KS}\,d^3r=0$ with $v_{KS}=-Z/r+\lambda z+v_H+v_{xc}$. The Hartree force vanishes because the pair force is antisymmetric. In LDA, with $e_{xc}$ the energy per volume and $v_{xc}=de_{xc}/dn$, $n\nabla v_{xc}=\nabla(nv_{xc}-e_{xc})$ integrates to zero. What remains is $\lambda N+Z\int\delta n\cos\theta\,r^{-2}d^3r=0$, that is $\gamma_1=N/Z$.

## The ion V⁵⁺

V⁵⁺ ($Z=23$, $N=18$, $1s^22s^22p^63s^23p^6$) carries the quadrupolar nucleus ⁵¹V. It is computed in LDA with Slater exchange and VWN correlation, on 2553 points from $10^{-10}$ to 12.11 bohr with $h=0.01$. The reference is a B-spline calculation with its own self-consistent field, which diagonalises the Hamiltonian with $\pm\lambda r^2P_2$ at $\lambda=2\times10^{-3}$ hartree/bohr² and takes central differences, with no inhomogeneous equation for the orbitals. It solves the same model, so it tests equations and numerics and says nothing about LDA. Every unprojected channel, uncoupled with either source and coupled with the $r^2$ source, is tested against it to $10^{-4}(1+|\gamma|)$.

| channel | uncoupled | projected | coupled |
|---|---|---|---|
| 1s→d | 0.0300 | 0.0300 | 0.0906 |
| 2s→d | 0.0820 | 0.0820 | 0.0585 |
| 3s→d | 0.1755 | 0.1755 | 0.1516 |
| 2p→p | −0.9113 | −0.4570 | −0.5078 |
| 2p→f | 0.1072 | 0.1072 | 0.0876 |
| 3p→p | −7.6543 | −8.1086 | −7.7969 |
| 3p→f | 0.2961 | 0.2961 | 0.2547 |
| total | −7.875 | −7.875 | −7.662 |

The digits serve the comparison of methods; the model value is $\gamma_\infty\approx-7.7$. In this ion all five angular channels shield and both radial channels antishield, $0.643-8.305=-7.662$ when coupled, with 3p→p dominant. The uncoupled 1s value matches $2/(3Z)$ for $Z=2/(3\times0.02997)=22.2$, within 0.1% of the charge that $\langle r^2\rangle=3/Z^2=0.00606$ bohr² implies.

The pair term is $0.96\times(-0.075850)\times107.0024/(21.46192-4.31025)=-0.4543$. It turns $-0.9113$ into $-0.4570$ and $-7.6543$ into $-8.1086$, and the field-diagonalised shells agree with the unprojected values. Half of the 2p→p figure thus depends on the convention, so shell values need it stated.

Pinning 3p at 0.8221 bohr gives $\alpha=0.12448$ and a raw value $-7.6543+0.96\times0.12448\times41.8388=-2.6545$; pinning at 1.2265 bohr gives $\alpha=-0.10878$ and $-12.0235$. Both return to $-7.6543$ after orthogonalisation. Without the subtraction of $\langle r^2\rangle$ the dropped row has residual $1.67783\times10^{-2}$ against the formula's $1.67788\times10^{-2}$, positive because 3p, taken positive at the origin, is negative in its outer lobe. With the subtraction it is $5\times10^{-16}$.

At $r=10^{-5}$ bohr the powers of $w$ are 2.9999, 1.9999 and 3.9999 for d, p and f, the ratios $ry/u$ are 0.33336, 1.00082 and 0.16667, and the logarithmic coefficient is $-7.6670$ for both p shells against $-23/3=-7.6667$. A wall at $1.004\times10^{-4}$ bohr changes the 1s→d integral by $-3.839\times10^{-7}$ against the predicted $-3.849\times10^{-7}$; the hydrogenic form gives $-\tfrac53\times23\times(1.004\times10^{-4})^2=-3.86\times10^{-7}$. At $1.002\times10^{-3}$ bohr the 3s→d change is $-5.217\times10^{-4}$ against $-5.358\times10^{-4}$, 2.6% smaller than the formula where $Zr_c=0.023$.

Coupling changes the total by 0.213, which is 2.7% of the uncoupled value, while the dominant 3p→p channel moves by 1.9% and every other channel by more than 13% of its uncoupled value. The 1s→d term triples, from 0.0300 to 0.0906. As $r\to0$ the bare and Hartree parts of $v_1$ tend to $(1-\gamma_\infty)r^2=8.66\,r^2$, so this part of the potential is enlarged at the nucleus by definition. The limit does not fix the factor 3: $f_{xc}n_1$ is also $O(r^2)$ there, and the 1s→d channel samples $v_1$ at finite $r$, where the Hartree part departs from its limit. The smallness of the net change does not carry over to $L=1$: the dipole factor is 1.723 uncoupled, 0.755 with the Hartree kernel alone and 0.782609 with the full kernel, against $18/23=0.782609$.

As model surroundings take charges $q=-1$ at $z=\pm R$, $R=4$ bohr. On the axis $\phi=q/(R-z)+q/(R+z)$, whose second derivative at $z=0$ is $4q/R^3=-4/64=-0.0625$ a.u. The higher terms $r^4P_4,\dots$ of their potential induce densities of their own $L$ at first order and add no gradient at the nucleus. The form $r^2P_2$ holds for $r<R$, and the free ion has fewer than $5\times10^{-6}$ electrons beyond $R$. Then $V_{zz}=8.6619\times(-0.0625)=-0.541$ a.u. $=-5.26\times10^{21}$ V/m². The coupling constant $C_Q=eQV_{zz}/h_P$, with $h_P$ Planck's constant, is $234.965\times(-0.5414)=-127.2$ MHz per barn of $Q$. For a rough $Q\approx-0.05$ barn this is 6.4 MHz, or 6.5 MHz with the uncoupled factor.

These are linear-response figures. Here $\lambda=0.031$ hartree/bohr², about 15 times the reference field, and the terms nonlinear in the field reduce the magnitude by about 1%, to $V_{zz}\approx-0.536$ a.u. and 6.3 MHz. That shift is as large as the 0.1 MHz between the coupled and uncoupled values. The figures also omit relativity, the finite nuclear size, exchange and correlation beyond LDA, including its self-interaction, and any overlap or covalency with real neighbours. Where neighbouring charge penetrates the 3p shell, the perturbation is no longer $r^2P_2$, and (2) must be solved with the actual $v_1(r)$ in place of a single factor $1-\gamma_\infty$.

## Computed results

```
c s>d p>p p>f d>s d>d d>g: 0.800000 0.960000 1.440000 0.800000 1.142857 2.057143
log grid: h = 0.01, points = 2553, r = 1.0e-10 to 12.11 bohr
hydrogenic Z=6 1s>d: grid 0.1111111 closed form 0.1111111
hydrogenic Z=6 2p>p: grid -1.7866667 closed form -1.7866667
hydrogenic Z=6 2p>f: grid 0.3200000 closed form 0.3200000
2p>p error h=0.04: 6.947e-07, h=0.02: 4.339e-08, ratio 16.01
V5+: Z = 23, N = 18, LDA; finite field lam = 2e-03 hartree/bohr^2
1s eps = -198.16713 hartree (spline -198.16713), <r^2> = 0.00606 bohr^2
2s eps = -24.84885 hartree (spline -24.84885), <r^2> = 0.11473 bohr^2
3s eps = -5.26149 hartree (spline -5.26149), <r^2> = 0.95475 bohr^2
2p eps = -21.46192 hartree (spline -21.46192), <r^2> = 0.09338 bohr^2
3p eps = -4.31025 hartree (spline -4.31025), <r^2> = 1.03647 bohr^2
channel uncoupled finite-field projected coupled finite-field
1s>d   0.02997   0.02997   0.02997   0.09055   0.09055
2s>d   0.08198   0.08198   0.08198   0.05845   0.05845
3s>d   0.17548   0.17548   0.17548   0.15159   0.15159
2p>p  -0.91126  -0.91126  -0.45699  -0.50784  -0.50784
2p>f   0.10719   0.10719   0.10719   0.08761   0.08761
3p>p  -7.65434  -7.65435  -8.10861  -7.79694  -7.79695
3p>f   0.29608   0.29608   0.29608   0.25473   0.25473
total  -7.87491  -7.87492  -7.87491  -7.66185  -7.66187
uncoupled: radial -8.56560, angular 0.69070
coupled: radial -8.30478, angular 0.64293
coupled total with r^-3 source: -7.66185
<2p|r^2|3p> = -0.075850 bohr^2, <2p|r^-3|3p> = 107.0024 bohr^-3, pair term -0.45427
<r^-3>: 2p 301.1831, 3p 41.8388 bohr^-3
dropped row, 3p: raw source 1.67783e-02 (formula 1.67788e-02), subtracted 5e-16
pin r = 0.8221 bohr: alpha 0.12448, raw gamma -2.6545, orthogonal -7.65434
pin r = 1.2265 bohr: alpha -0.10878, raw gamma -12.0235, orthogonal -7.65434
1s>d at r=1e-5 bohr: power of w 2.9999, r*y/u 0.33336 (limit 0.33333)
3s>d at r=1e-5 bohr: power of w 2.9999, r*y/u 0.33336 (limit 0.33333)
3p>p at r=1e-5 bohr: power of w 1.9999, r*y/u 1.00082 (limit 1.00000)
3p>f at r=1e-5 bohr: power of w 3.9999, r*y/u 0.16667 (limit 0.16667)
2p>p log coefficient -7.6670 (formula -7.6667) bohr^-1
3p>p log coefficient -7.6670 (formula -7.6667) bohr^-1
1s>d wall 1.004e-04 bohr: change -3.8394e-07, formula -3.8491e-07 bohr
1s>d wall 1.002e-03 bohr: change -3.7281e-05, formula -3.8292e-05 bohr
3s>d wall 1.004e-04 bohr: change -5.3721e-06, formula -5.3856e-06 bohr
3s>d wall 1.002e-03 bohr: change -5.2166e-04, formula -5.3579e-04 bohr
dipole factor: uncoupled 1.72272, Hartree only 0.75495, full 0.782609, N/Z 0.782609
charges -1 e at +-4 bohr; electrons beyond them 4.3e-06
Vzz external = -0.06250 a.u.; eQV/h = 234.965 MHz per barn per a.u.
uncoupled: 1-gamma = 8.8749, Vzz = -0.5547 a.u. = -5.390e+21 V/m^2
uncoupled: C_Q = -130.33 MHz/barn, 6.5 MHz for rough Q = -0.05 barn
coupled: 1-gamma = 8.6619, Vzz = -0.5414 a.u. = -5.261e+21 V/m^2
coupled: C_Q = -127.20 MHz/barn, 6.4 MHz for rough Q = -0.05 barn
```
